# Lie-Trotter and Strang splitting: error terms and convergence for an anharmonic oscillator: a numerical check

```python
"""
Splitting errors for H = T + V, T = p^2/2, V = x^2/2 + lam*x^4 (hbar=m=omega=1).
Lie step:    S1 = exp(-i tau T) exp(-i tau V)
Strang step: S2 = exp(-i tau V/2) exp(-i tau T) exp(-i tau V/2)
Claims under test, with U(t) = exp(-i H t) and t = N tau:
  S1^N - U = (i tau/2) [V, U(t)] + O(tau^2)
  S2^N - U = -i tau^2 integral_0^t U(t-s) K U(s) ds + O(tau^4)
  K = p V'' p/12 - V''''/48 - (V')^2/24
on smooth localized states. Reference evolution: diagonalization of H.
"""
import numpy as np
import sympy as sp

# ---- BCH coefficients: exact for strictly upper triangular 4x4 matrices,
# ---- because every product of four such matrices vanishes.
def comm(a, b):
    return a * b - b * a

def exp_nil(m):
    return sp.eye(4) + m + m**2 / 2 + m**3 / 6

def log_nil(m):
    d = m - sp.eye(4)
    return d - d**2 / 2 + d**3 / 3

A = sp.Matrix([[0, 2, 1, 3], [0, 0, -1, 4], [0, 0, 0, 5], [0, 0, 0, 0]])
B = sp.Matrix([[0, 1, -2, 1], [0, 0, 3, 2], [0, 0, 0, -1], [0, 0, 0, 0]])
AAB, BBA = comm(A, comm(A, B)), comm(B, comm(B, A))
assert AAB != sp.zeros(4) and BBA != sp.zeros(4)
lie_log = log_nil(exp_nil(A) * exp_nil(B))
strang_log = log_nil(exp_nil(B / 2) * exp_nil(A) * exp_nil(B / 2))
assert lie_log == A + B + comm(A, B) / 2 + (AAB + BBA) / 12
assert strang_log == A + B - BBA / 24 + AAB / 12

# ---- Commutators acting on an arbitrary function, arbitrary potential.
xs = sp.symbols('x', real=True)
Vs, fs = sp.Function('V')(xs), sp.Function('f')(xs)
def p_op(g):
    return -sp.I * sp.diff(g, xs)
def T_op(g):
    return -sp.diff(g, xs, 2) / 2
def V_op(g):
    return Vs * g
def TV_op(g):
    return T_op(V_op(g)) - V_op(T_op(g))
V1s, V2s, V4s = (sp.diff(Vs, xs, j) for j in (1, 2, 4))
first = -sp.I / 2 * (p_op(V1s * fs) + V1s * p_op(fs))
assert sp.expand((TV_op(fs) - first).doit()) == 0
VVT = -(V_op(TV_op(fs)) - TV_op(V_op(fs)))
assert sp.expand((VVT + V1s**2 * fs).doit()) == 0
TTV = T_op(TV_op(fs)) - TV_op(T_op(fs))
TTV_formula = -p_op(V2s * p_op(fs)) + V4s * fs / 4
assert sp.expand((TTV - TTV_formula).doit()) == 0

# ---- Fourier grid and reference evolution.
lam, centre, t_end = 0.1, 1.0, 4.0
n_grid, box = 128, 16.0
dx = box / n_grid
x = -box / 2 + dx * np.arange(n_grid)
k = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
F = np.fft.fft(np.eye(n_grid), axis=0) / np.sqrt(n_grid)
Fh = F.conj().T
V = x**2 / 2 + lam * x**4
dV = x + 4 * lam * x**3
d2V = 1 + 12 * lam * x**2
d4V = 24 * lam
P = Fh @ (k[:, None] * F)
T = Fh @ ((k**2 / 2)[:, None] * F)
H = T + np.diag(V)
E, W = np.linalg.eigh((H + H.conj().T) / 2)

def evolve(state, time):
    return W @ (np.exp(-1j * E * time) * (W.conj().T @ state))

def steps(tau):
    kinetic = Fh @ (np.exp(-1j * tau * k**2 / 2)[:, None] * F)
    half = np.exp(-1j * tau * V / 2)
    lie = kinetic * np.exp(-1j * tau * V)[None, :]
    strang = half[:, None] * kinetic * half[None, :]
    return lie, strang

def repeat(step, state, count):
    for _ in range(count):
        state = step @ state
    return state

norm = np.linalg.norm
psi0 = np.exp(-(x - centre)**2 / 2).astype(complex)
psi0 /= norm(psi0)
psi_t = evolve(psi0, t_end)

# Independent ground energy from a harmonic-oscillator basis.
nb = 100
low = np.diag(np.sqrt(np.arange(1, nb)), 1)
X = (low + low.T) / np.sqrt(2)
Hb = np.diag(np.arange(nb) + 0.5) + lam * np.linalg.matrix_power(X, 4)
E0_basis = np.linalg.eigvalsh(Hb[:80, :80])[0]
assert abs(E0_basis - E[0]) < 1e-9

# ---- Leading error operators and vectors.
K = P @ (d2V[:, None] * P) / 12 - np.diag(d4V / 48 + dV**2 / 24)
G = -(P * dV[None, :] + dV[:, None] * P) / 4   # first-order term of H1
nodes, weights = np.polynomial.legendre.leggauss(120)
lead1_int = np.zeros(n_grid, complex)
lead2 = np.zeros(n_grid, complex)
for s, w in zip(t_end * (nodes + 1) / 2, weights * t_end / 2):
    state = evolve(psi0, s)
    lead1_int += -1j * w * evolve(G @ state, t_end - s)
    lead2 += -1j * w * evolve(K @ state, t_end - s)
lead1 = 0.5j * (V * psi_t - evolve(V * psi0, t_end))
assert norm(lead1_int - lead1) < 1e-6 * norm(lead1)
C1, C2 = norm(lead1), norm(lead2)

# ---- Local defects of one step.
tau_loc = 0.001
L, S = steps(tau_loc)
ref = evolve(psi0, tau_loc)
loc1 = norm(L @ psi0 - ref) / tau_loc**2
loc2 = norm(S @ psi0 - ref) / tau_loc**3
loc1_formula, loc2_formula = norm(G @ psi0), norm(K @ psi0)
assert abs(loc1 / loc1_formula - 1) < 0.02
assert abs(loc2 / loc2_formula - 1) < 0.02

print("Units: hbar = m = omega = 1; all numbers dimensionless")
print(f"lambda = {lam}, packet centre = {centre}, final time = {t_end}")
print(f"grid points = {n_grid}, box length = {box}, spacing = {dx}")
mean_energy = np.vdot(psi0, H @ psi0).real
print(f"mean energy of packet = {mean_energy:.6f}")
print(f"ground energy: grid {E[0]:.9f}, oscillator basis {E0_basis:.9f}")
print(f"one-step test, tau = {tau_loc}")
print(f"Lie defect/tau^2: run {loc1:.5f}, formula {loc1_formula:.5f}")
print(f"Strang defect/tau^3: run {loc2:.5f}, formula {loc2_formula:.5f}")
print(f"leading global coefficients: Lie C1 = {C1:.6f}, Strang C2 = {C2:.6f}")

# ---- Global convergence.
print("N, tau, Lie error, Lie order, Strang error, Strang order")
err1, err2, res1, res2 = [], [], [], []
for N in (40, 80, 160, 320, 640):
    tau = t_end / N
    L, S = steps(tau)
    d1 = repeat(L, psi0, N) - psi_t
    d2 = repeat(S, psi0, N) - psi_t
    err1.append(norm(d1))
    err2.append(norm(d2))
    res1.append(norm(d1 - tau * lead1))
    res2.append(norm(d2 - tau**2 * lead2))
    if len(err1) > 1:
        o1 = f"{np.log2(err1[-2] / err1[-1]):.4f}"
        o2 = f"{np.log2(err2[-2] / err2[-1]):.4f}"
    else:
        o1 = o2 = "-"
    print(f"{N:4d} {tau:.5f} {err1[-1]:.4e} {o1} {err2[-1]:.4e} {o2}")
assert abs(np.log2(err1[-2] / err1[-1]) - 1) < 0.05
assert abs(np.log2(err2[-2] / err2[-1]) - 2) < 0.02
r1 = np.log2(res1[-2] / res1[-1])
r2 = np.log2(res2[-2] / res2[-1])
assert abs(r1 - 2) < 0.15 and abs(r2 - 4) < 0.5
print(f"at N = 640: Lie error/tau = {err1[-1] / tau:.6f}")
print(f"at N = 640: Strang error/tau^2 = {err2[-1] / tau**2:.6f}")
print(f"order of remainder after leading term: Lie {r1:.3f}, Strang {r2:.3f}")

# ---- Step counts predicted from the leading coefficients, then run.
target = 1e-3
N1 = int(np.ceil(t_end * C1 / target))
N2 = int(np.ceil(t_end * np.sqrt(C2 / target)))
run1 = norm(repeat(steps(t_end / N1)[0], psi0, N1) - psi_t)
run2 = norm(repeat(steps(t_end / N2)[1], psi0, N2) - psi_t)
assert abs(run1 / target - 1) < 0.1 and abs(run2 / target - 1) < 0.1
print(f"target error {target:.0e}: Lie N = {N1}, error run {run1:.4e}")
print(f"target error {target:.0e}: Strang N = {N2}, error run {run2:.4e}")

# ---- Exact conjugation between the schemes and growth with time.
tau_long, n_long = 0.02, 2000
L, S = steps(tau_long)
half = np.exp(-1j * tau_long * V / 2)
LN = np.linalg.matrix_power(L, 200)
SN = np.linalg.matrix_power(S, 200)
assert norm(LN - half.conj()[:, None] * SN * half[None, :]) < 1e-9
a, b = psi0.copy(), psi0.copy()
hist1, hist2, bound = [], [], []
for j in range(1, n_long + 1):
    a, b = L @ a, S @ b
    exact = evolve(psi0, j * tau_long)
    hist1.append(norm(a - exact))
    hist2.append(norm(b - exact))
    edge = tau_long / 2 * (norm(V * psi0) + norm(V * exact))
    bound.append(hist2[-1] + edge)
hist1, hist2, bound = map(np.array, (hist1, hist2, bound))
assert np.all(hist1 <= bound + 1e-10)
early1, late1 = hist1[:200].max(), hist1[-200:].max()
early2, late2 = hist2[:200].max(), hist2[-200:].max()
assert late1 < 2 * early1 and late2 > 3 * early2
print(f"long run: tau = {tau_long}, final time = {tau_long * n_long:.0f}")
print(f"largest Lie error: t in (0,4] {early1:.4e}, t in (36,40] {late1:.4e}")
print(f"largest Strang error: t in (0,4] {early2:.4e}, (36,40] {late2:.4e}")
print(f"largest Lie error / its upper bound = {(hist1 / bound).max():.4f}")

# ---- Ground-level phase shift, common to both schemes.
ground = W[:, 0]
force2 = np.vdot(ground, dV**2 * ground).real
assert abs(np.vdot(ground, K @ ground).real - force2 / 24) < 1e-8
print(f"ground-state mean (V')^2 = {force2:.6f}, over 24 = {force2 / 24:.6f}")
print("tau, ground-level shift/tau^2: Lie, Strang")
for tau in (0.1, 0.05):
    shifts = []
    for step in steps(tau):
        values, vectors = np.linalg.eig(step)
        overlap = np.abs(ground.conj() @ vectors)
        best = np.argmax(overlap)
        assert overlap[best] > 0.98
        shifts.append((-np.angle(values[best]) / tau - E[0]) / tau**2)
    assert abs(shifts[0] - shifts[1]) < 1e-6
    print(f"{tau:.2f} {shifts[0]:.6f} {shifts[1]:.6f}")
assert abs(shifts[1] / (force2 / 24) - 1) < 0.02
print("OK")
```

It prints:

```
Units: hbar = m = omega = 1; all numbers dimensionless
lambda = 0.1, packet centre = 1.0, final time = 4.0
grid points = 128, box length = 16.0, spacing = 0.125
mean energy of packet = 1.475000
ground energy: grid 0.559146327, oscillator basis 0.559146327
one-step test, tau = 0.001
Lie defect/tau^2: run 1.34538, formula 1.34536
Strang defect/tau^3: run 1.12765, formula 1.12766
leading global coefficients: Lie C1 = 0.698068, Strang C2 = 1.265664
N, tau, Lie error, Lie order, Strang error, Strang order
  40 0.10000 7.9666e-02 - 1.2663e-02 -
  80 0.05000 3.7439e-02 1.0894 3.1651e-03 2.0003
 160 0.02500 1.8089e-02 1.0494 7.9110e-04 2.0003
 320 0.01250 8.8852e-03 1.0256 1.9776e-04 2.0001
 640 0.00625 4.4028e-03 1.0130 4.9440e-05 2.0000
at N = 640: Lie error/tau = 0.704443
at N = 640: Strang error/tau^2 = 1.265671
order of remainder after leading term: Lie 2.016, Strang 4.000
target error 1e-03: Lie N = 2793, error run 1.0018e-03
target error 1e-03: Strang N = 143, error run 9.9040e-04
long run: tau = 0.02, final time = 40
largest Lie error: t in (0,4] 2.1727e-02, t in (36,40] 2.3081e-02
largest Strang error: t in (0,4] 5.0629e-04, (36,40] 5.0013e-03
largest Lie error / its upper bound = 0.8429
ground-state mean (V')^2 = 0.952159, over 24 = 0.039673
tau, ground-level shift/tau^2: Lie, Strang
0.10 0.039782 0.039782
0.05 0.039700 0.039700
OK
```
